\section*{Hysteresis from a missing slow variable: biasing a tilted coordinate}

\section{Two sweeps that disagree}

In a molecular dynamics simulation with forces from electronic structure, a reaction that must cross a barrier of many $k_{\rm B}T$ may not happen within the affordable time. One remedy is to choose a collective variable $s$, a function of the nuclear positions that differs between reactant and product, and to push the system along it. Suppose that $s$ is driven from reactant to product and back, and that the mean force is recorded. The two records disagree: over the middle of the range, at the same $s$, the force opposes the motion in both directions. Yet $s$ takes every intermediate value, and the free-energy profile along it has only a modest barrier.

Any sweep at finite speed shows some drag. A disagreement that persists when the sweep is slow compared with relaxation inside a well means that $s$ does not fix the state of the system: some other coordinate remembers where the sweep began. A model with two coordinates shows when this happens, how much of the barrier escapes the bias, and how much work is lost.

Let
\begin{equation}
V(x,y)=B\left(\frac{x^2}{a^2}-1\right)^2+\frac{k}{2}y^2 ,
\end{equation}
with $B,a,k>0$. The wells A and B lie at $x=-a$ and $x=+a$, both with $y=0$ and $V=0$. The saddle at the origin has energy $B$. The reaction is motion along $x$, but the simulation controls
\begin{equation}
s=x\cos\theta+y\sin\theta,\qquad 0<\theta<90^\circ .
\end{equation}
The orthogonal coordinate $q=-x\sin\theta+y\cos\theta$ is left to itself. The wells have $s=\mp a\cos\theta$, so $s$ does distinguish them. The question is whether $q$ follows when $s$ moves.

\section{What remains free at fixed $s$}

At fixed $s$ one coordinate is free, and $x$ may label it. From the definition of $s$, $y=(s-x\cos\theta)/\sin\theta$, so
\begin{equation}
\frac{k}{2}y^2=\frac{k\cot^2\theta}{2}\left(\frac{s}{\cos\theta}-x\right)^2 .
\end{equation}
Holding $s$ thus attaches $x$ to a spring of stiffness $k\cot^2\theta$ centred at $s/\cos\theta$. Define
\begin{equation}
X=\frac{x}{a},\qquad U=\frac{s}{a\cos\theta},\qquad r=\frac{k a^2\cot^2\theta}{4B}.
\end{equation}
Since $ka^2\cot^2\theta/2=2rB$, the energy is $V=B\,v(X;U)$ with
\begin{equation}
v(X;U)=(X^2-1)^2+2r(X-U)^2 .
\label{eq:v}
\end{equation}
The number $r$ compares the spring stiffness with $4B/a^2$, the magnitude of the negative curvature of $V$ along $x$ at the saddle. A stiff spring drags $x$ along; a soft one lets it lag.

The stationary points satisfy $\partial v/\partial X=4X(X^2-1)+4r(X-U)=0$, or
\begin{equation}
X^3-(1-r)X=rU .
\label{eq:cubic}
\end{equation}
The second derivative is $\partial^2v/\partial X^2=12X^2-4(1-r)$. If $r\ge1$ it is never negative, and each $s$ has a single minimum. If $r<1$, then at $U=0$ the point $X=0$ is a maximum, with curvature $-4(1-r)$, and there are two minima at $X^2=1-r$, with curvature $12(1-r)-4(1-r)=8(1-r)$. A hidden barrier at $s=0$ therefore exists when
\begin{equation}
r<1\quad\Longleftrightarrow\quad \tan^2\theta>\frac{ka^2}{4B}.
\end{equation}
Tilt alone is not enough: it must exceed a critical angle set by the two curvatures at the saddle.

\section{How the barrier is divided}

Let $E(s)=\min_q V$ be the lowest energy at given $s$. For $r<1$, inserting $X^2=1-r$ into \eqref{eq:v} at $U=0$ gives
\begin{equation}
\frac{E(0)}{B}=(-r)^2+2r(1-r)=r(2-r).
\end{equation}

This is the top of the profile between the wells. To see it, take $-1<U<0$. Because $v(X;U)-v(-X;U)=-8rXU$, a positive $X$ has higher energy than its mirror image, so the lowest minimum has $X\le 0$. For $U<X<0$ both terms in $\partial v/\partial X=4X(X^2-1)+4r(X-U)$ are positive, and at $X=U$ and $X=0$ the derivative is also positive. The minimum $X_{\rm L}$ therefore lies to the left of $U$. Since $v$ is stationary in $X$ there, only its explicit dependence on $U$ contributes to the slope:
\begin{equation}
\frac{dE}{dU}=4rB\,(U-X_{\rm L})>0 .
\label{eq:slope}
\end{equation}
The profile rises from A to $s=0$ and, by symmetry, falls from there to B. For $r<1$ its slope jumps at the top from $+4rB\sqrt{1-r}$ to $-4rB\sqrt{1-r}$. This cusp marks the change of the lowest minimum from one side to the other.

At $s=0$ the point $X=0$ has energy $B$. The barrier between the two minima is therefore $B-r(2-r)B$, and
\begin{equation}
B=\underbrace{r(2-r)B}_{\text{projected}}+\underbrace{(1-r)^2B}_{\text{hidden}},\qquad r<1 .
\label{eq:sum}
\end{equation}
The projected barrier is too low because minimization at $s=0$ selects points beside the saddle. They belong to the two valleys and are not joined to each other at that energy. As $r\to1$ the hidden part vanishes quadratically. As $\theta\to90^\circ$, $r\to0$ and the whole barrier is hidden. For $r\ge1$ the minimum at $s=0$ is the saddle itself, and the profile shows all of $B$.

Take $B=0.01$ hartree, $a=1$ bohr, $k=0.036$ hartree/bohr$^2$ and $\theta=60^\circ$. These are round model parameters. The critical angle is $43.5^\circ$. With $\cot^2 60^\circ=1/3$,
\begin{equation}
r=\frac{0.036\times\frac13}{4\times0.01}=0.30 .
\end{equation}
The projected barrier is $0.3\times1.7\times0.01=0.0051$ hartree (13.4 kJ/mol), and the hidden one is $0.7^2\times0.01=0.0049$ hartree (12.9 kJ/mol). At $50^\circ$, also beyond the critical angle, only 0.0013 hartree is hidden. That is about $1.4\,k_{\rm B}T$ at 300 K, against about $5.2\,k_{\rm B}T$ at $60^\circ$. What counts for the rates is the height of the hidden barrier in units of $k_{\rm B}T$.

\section{A perfect bias does not remove the hidden part}

Suppose that the profile is known and compensated completely, so that the system moves on $W=V-E(s)$. Every path from A to B must cross the line $x=0$. On it $v=1+2rU^2$. For $U>0$ the lowest minimum $X_{\rm R}$ is positive, and \eqref{eq:slope} holds with $X_{\rm R}$ in place of $X_{\rm L}$, so
\begin{equation}
\frac{dW}{dU}\bigg|_{x=0}=4rBU-4rB(U-X_{\rm R})=4rBX_{\rm R}>0 .
\label{eq:ridge}
\end{equation}
For $U<0$ the mirror argument applies. The lowest point of $W$ on this line is thus at $s=0$, where $W=B-r(2-r)B=(1-r)^2B$. No path can do better.

One path does as well. Follow the left minimum from A to $s=0$, where $W=0$ throughout. Then cross at $s=0$, where
\begin{equation}
\frac{W}{B}=X^4-2(1-r)X^2+1-r(2-r)=\left[X^2-(1-r)\right]^2 ,
\end{equation}
with maximum $(1-r)^2$ at $X=0$. Finally follow the right minimum to B. The barrier left by the ideal bias is therefore the hidden barrier of \eqref{eq:sum}. A function of $s$ raises or lowers all points of equal $s$ together and cannot change energy differences among them.

At finite temperature the bias compensates the free energy
\begin{equation}
F(s)=-k_{\rm B}T\ln\int dq\,e^{-V/k_{\rm B}T}
\end{equation}
instead, up to a constant. When the hidden barrier is well above $k_{\rm B}T$, the integral can be done by Laplace's method: each minimum contributes its Boltzmann factor divided by the square root of its curvature. At $s=0$ there are two equal minima with curvature $8(1-r)$ in $v$. At the well, $X=U=-1$, the curvature is $12-4(1-r)=8+4r$. Conversion from $X$ to $q$ gives the same factor at both values of $s$ and cancels. Hence
\begin{equation}
F(0)-F(a\cos\theta)\approx r(2-r)B-k_{\rm B}T\ln2+\frac{k_{\rm B}T}{2}\ln\frac{2(1-r)}{2+r}.
\end{equation}
At 300 K, $k_{\rm B}T=0.00095$ hartree, and the three terms give $0.00510-0.00066-0.00024=0.0042$ hartree, in agreement with direct quadrature. Projection on $x$ behaves differently: the integral over $y$ is a Gaussian independent of $x$, so the free-energy barrier along $x$ is $B=0.0100$ hartree.

The function $F(s)$ is not wrong. It gives the correct equilibrium probability of each $s$. What fails is the reading of its barrier as the activation energy of the reaction.

\section{Work lost when $s$ is driven}

Consider first $T=0$, with $s$ increased slowly from the A side. The hidden coordinate stays in its minimum beyond $s=0$, although the other one is now lower. It leaves when its minimum merges with the maximum, where $\partial^2v/\partial X^2=0$. That gives $X=-p$ with $p^2=(1-r)/3$. Equation \eqref{eq:cubic} reads $X^3-3p^2X=rU$, and at $X=-p$ its left side is $2p^3$. The jump occurs at
\begin{equation}
U^*=\frac{2p^3}{r}=\frac{2(1-r)^{3/2}}{3\sqrt3\,r}.
\end{equation}
At this $U$ the cubic factorizes as $X^3-3p^2X-2p^3=(X+p)^2(X-2p)$, so the system slides to $X=2p$. With $4rU^*=8p^3$, the part of $v$ that depends on $X$ is $X^4-6p^2X^2-8p^3X$. Its values are $(1-6+8)p^4=3p^4$ before the jump and $(16-24-16)p^4=-24p^4$ after it. The energy dissipated is
\begin{equation}
27p^4B=3(1-r)^2B .
\end{equation}
If the sweep begins and ends at mirror-image values of $s$ beyond $\pm U^*$, the initial and final energies are equal, and this is the net work done. A sweep there and back costs $6(1-r)^2B$, the area of the hysteresis loop. In the example the jump is at $s=0.376$ bohr, the work per sweep is 0.0147 hartree, and the loop area is 0.0294 hartree. At $T=0$ slower driving does not help, because nothing can lift the system over the hidden barrier.

For $r<1/4$ one finds $U^*>1$. The system can then reach the value of $s$ that belongs to well B while still in the valley of A. The value of $s$ alone would wrongly report a completed reaction.

\section{Temperature and driving speed}

At $T>0$ thermal crossings compete with the sweep. Assume overdamped motion with the same diffusion constant $D$ in all directions, and hold $s=0$. The probability current along $q$ is
\begin{equation}
J=-D\,e^{-V/k_{\rm B}T}\frac{d}{dq}\left(P\,e^{V/k_{\rm B}T}\right),
\end{equation}
where $P$ is the probability density. For a high barrier $J$ is nearly constant across it, and each valley is in local equilibrium with population $n_1$ or $n_2$. In valley $i$, $P\,e^{V/k_{\rm B}T}=n_i/Z$ with $Z=\sqrt{2\pi k_{\rm B}T/c_{\rm m}}\,e^{-E(0)/k_{\rm B}T}$. Dividing by $e^{-V/k_{\rm B}T}$ and integrating from valley 1 to valley 2 gives
\begin{equation}
J\sqrt{\frac{2\pi k_{\rm B}T}{c_{\rm t}}}\;e^{B/k_{\rm B}T}=\frac{D(n_1-n_2)}{Z}.
\end{equation}
Here $c_{\rm m}=8(1-r)B\sin^2\theta/a^2$ and $c_{\rm t}=4(1-r)B\sin^2\theta/a^2$ are the magnitudes of the curvature along $q$ at minimum and top; the factor $\sin^2\theta$ comes from $dx=-\sin\theta\,dq$. Each crossing changes $n_1-n_2$ by two units of population, so $d(n_1-n_2)/dt=-2J$. The relaxation time is
\begin{equation}
\tau_0\approx\frac{\pi k_{\rm B}T}{D\sqrt{c_{\rm m}c_{\rm t}}}\,e^{(1-r)^2B/k_{\rm B}T},
\end{equation}
which is Kramers' result. The hidden barrier is $5.16\,k_{\rm B}T$, and the formula gives $17.5$ bohr$^2/D$. Diagonalization of the diffusion operator gives 19.0. The difference has the size expected of neglected terms of relative order $k_{\rm B}T$ over the barrier.

Now let $s$ sweep at constant speed from $-1.2\,a\cos\theta$ to $+1.2\,a\cos\theta$, and separately back, each time from equilibrium in $q$. By symmetry the free energies at the ends are equal, so all mean work is dissipated. The sum over both directions, in hartree, is:
\begin{center}
\begin{tabular}{rcc}
duration (bohr$^2/D$) & $\theta=60^\circ$ & $\theta=30^\circ$\\
10 & 0.0179 & 0.00067\\
100 & 0.0071 & 0.00010\\
1000 & 0.0014 & 0.00004\\
10000 & 0.0002 & 0.00004
\end{tabular}
\end{center}
The last column is the control: the same potential and the same durations, but $r=2.7$ and no hidden barrier. At duration 100 its loop is about 70 times smaller, or about 110 times once the constant term explained below is removed, although $s$ covers a longer range in the same time. The table counts only the work lost through the lag of $q$; friction on $s$ itself is left out. The entries of the last column follow $0.000036+0.0063/\text{duration}$. The second term, inversely proportional to the duration, is ordinary drag. The constant term is numerical: the calculation moves $s$ in 2000 sudden steps and advances the density by an implicit Euler step after each. A step $\Delta s$ from equilibrium does work $w=(\partial V/\partial s)\Delta s$, while the free energy changes by $-k_{\rm B}T\ln\langle e^{-w/k_{\rm B}T}\rangle\approx\langle w\rangle-\langle\delta w^2\rangle/2k_{\rm B}T$, so each step loses $\langle\delta w^2\rangle/2k_{\rm B}T$ however long the system rests afterwards. This sets a floor at long duration. That the floor simply adds to the drag at every duration is a property of the implicit step. For one mode with relaxation time $\tau$ and time step $\Delta t$, the loss per step is $\langle\delta w^2\rangle/k_{\rm B}T$ times $\tfrac12+\tau/\Delta t$, whereas exact relaxation between steps gives the factor $\tfrac12\coth(\Delta t/2\tau)$, which tends to $\tau/\Delta t$ without a constant when the steps are short. The $60^\circ$ column contains a constant of the same kind, about 0.000025; without it the last entry is 0.00014.

At $60^\circ$ the loop is large even for a sweep five times longer than $\tau_0$. The reason is that the hidden coordinate can equilibrate between the valleys with little loss only while their energy difference is at most of the order of $k_{\rm B}T$. Near $s=0$ the valley energies have slopes $\pm f$ with
\begin{equation}
f=\frac{4rB\sqrt{1-r}}{a\cos\theta}=\frac{4\times0.3\times0.01\times0.837}{0.5}=0.020\ \text{hartree/bohr}.
\end{equation}
The difference $2f|s|$ stays below $k_{\rm B}T$ for $|s|<0.024$ bohr, a window of 0.047 bohr out of 1.2. A sweep of duration 100 spends about 4 time units there, less than $\tau_0$; one of duration 1000 spends about 40, twice $\tau_0$, and from there on the loop falls roughly in inverse proportion to the duration.

The mean of $\partial V/\partial s$ at $s=0$, the force that must be applied to hold $s$ there, displays the memory directly. Equilibrium would give zero by symmetry. At duration 100 the forward sweep gives $+0.016$ and the backward sweep $-0.016$ hartree/bohr. If each valley contributes its own slope $\pm f$, then $n_1-n_2\approx0.016/0.020=0.8$: about 90\% of the population is still in the valley where it started.

\section{Exchange under a converged bias}

Driving is not essential to the problem. Let the bias be exactly $-F(s)$, so that $s$ is uniformly distributed between reflecting walls at $\pm1.2\,a\cos\theta$. If $s$ were the only slow variable, it would diffuse freely over the length $L=1.2$ bohr. The slowest mode, $\cos(\pi s/L)$ measured from one wall, decays in
\begin{equation}
\frac{L^2}{\pi^2D}=\frac{1.2^2}{\pi^2D}=0.146\ \text{bohr}^2/D .
\end{equation}
The slowest relaxation time of the two-dimensional problem is 121 bohr$^2/D$, some 800 times longer. Without bias and without these walls it is about 2040, so the ideal bias on $s$ gains a factor of 17; with the same walls in both cases the unbiased time is about 1570 and the gain 13. The biased time depends on where the walls stand: it is about 101 for walls at $\pm1.0\,a\cos\theta$ and 152 at $\pm1.5\,a\cos\theta$. The ideal bias on $x$, between walls at $\pm1.2a$, gives 0.584, which is free diffusion over 2.4 bohr, and gains a factor of about 3500.

The time 121 exceeds $\tau_0$ because crossings are concentrated near $s=0$. There the ridge $x=0$ is level to first order in $s$, while the two valleys have Boltzmann weights proportional to $e^{\mp fs/k_{\rm B}T}$. At given $s$ the equilibrium crossing current, divided by the total weight, is therefore reduced by $1/\cosh(fs/k_{\rm B}T)$. The integral of this factor over $s$ is $\pi k_{\rm B}T/f=0.149$ bohr, a fraction 0.124 of $L$. If $s$ mixes quickly within each valley, the expected time is $19.0/0.124\approx153$ bohr$^2/D$. This estimate treats each crossing as occurring at fixed $s$ and lies about a quarter above the computed value of 121.

The temperature dependence identifies the obstacle. With $D$ held fixed, cooling from 300 to 200 K lengthens the time under the $s$-bias from 121 to 1657 bohr$^2/D$ on the grid used. Refining the grid raises these times, and the unbiased 2040, by about half a per cent or less, to 122, 1667 and 2046, and leaves the result below unchanged. The thermal energies are 0.000950 and 0.000633 hartree, so the apparent activation energy is
\begin{equation}
\frac{\ln(1657/121)}{1/0.000633-1/0.000950}\approx0.0050\ \text{hartree},
\end{equation}
close to the hidden barrier of 0.0049 hartree. The numerical check checks this agreement, the barrier division at four angles and the work lost at $T=0$.

\section{What follows for a simulation}

A flat histogram of $s$ shows that the bias compensates the sampled distribution of $s$. It does not show that the coordinates at fixed $s$ are in equilibrium. In this model a more revealing check is to hold $s$ near the top of the profile and start once from each side. If the mean forces differ, and the difference decays slowly, a slow coordinate is missing.

There are three remedies here. Slower driving closes the loop, but the time it needs scales with $\tau_0$, which grows as $e^{(1-r)^2B/k_{\rm B}T}$ apart from a prefactor. A better variable, with a tilt below the critical angle, puts the whole energy barrier where the bias can act on it. The gain in time is gradual: at 300 K, with walls at $\pm1.2\,a\cos\theta$, the biased relaxation time is about 9.4, 2.7 and 1.0 bohr$^2/D$ at $50^\circ$, $43^\circ$ and $30^\circ$, with no sudden change at the critical angle. A second biased variable that resolves $q$ does the same without requiring the right direction in advance, since $s$ and $q$ together determine $x$.

The formulas belong to this potential, and the times also to overdamped, isotropic diffusion. In a molecule the hidden coordinate may be a solvent rearrangement or a torsion, its barrier may be partly entropic, and there may be several such coordinates. The argument about the bias carries over: a bias that depends on $s$ alone leaves the relative probabilities of configurations with equal $s$ unchanged. If those configurations form groups that exchange slowly, the bias cannot lower the barrier between them at fixed $s$. It can carry the system to the values of $s$ where exchange is easiest; if exchange is slow even there, it has to be accelerated by something other than that bias.

\section*{Numbers as computed}
\begin{verbatim}
B = 0.0100 hartree, a = 1.0 bohr, k = 0.036 hartree/bohr^2
kT at 300 K = 0.000950 hartree; B/kT = 10.53
critical tilt = 43.49 deg
tilt/deg, r, projected, residual barrier (hartree):
  30, 2.7000, 0.01000, 0.00000
  50, 0.6337, 0.00866, 0.00134
  60, 0.3000, 0.00510, 0.00490
  70, 0.1192, 0.00224, 0.00776
60 deg: projected = 13.39 kJ/mol
60 deg: hidden = 12.86 kJ/mol = 5.16 kT
true barrier B = 26.25 kJ/mol
F(0)-F(well) at 300 K = 0.004171 hartree
  Laplace estimate = 0.004206 hartree
F(0)-F(well) at 30 K = 0.005010 hartree
  Laplace estimate = 0.005011 hartree
free-energy barrier along x at 300 K = 0.010000 hartree
T=0, 50 deg: jump at s = 0.0866 bohr
  work lost per sweep = 0.00403 hartree
T=0, 60 deg: jump at s = 0.3757 bohr
  work lost per sweep = 0.01470 hartree
hidden relaxation time at s=0 = 19.03 bohr^2/D
  Kramers estimate = 17.46 bohr^2/D
duration (bohr^2/D), loop area 60 deg, 30 deg (hartree):
  10, 0.017882, 0.000665
  100, 0.007119, 0.000099
  1000, 0.001352, 0.000043
  10000, 0.000165, 0.000037
mean force dV/ds at s=0, 60 deg, duration 100:
  forward 0.01609, backward -0.01609 hartree/bohr
T=0 loop area, 60 deg = 0.02940 hartree
slowest relaxation times at 300 K (bohr^2/D):
  no bias = 2039.3
  ideal bias on s (60 deg) = 121.14
  free diffusion over the same s range = 0.1459
  ideal bias on x = 0.5836; free diffusion = 0.5836
  ratio s-bias to x-bias = 207.6
  speed-up by s-bias = 16.8
  speed-up by x-bias = 3494
s-bias time at 200 K = 1657.5 bohr^2/D
activation energy left under s-bias = 0.00497 hartree
hidden barrier formula = 0.00490 hartree
\end{verbatim}
